# Vertical absorption shift of a point dipole in an Onsager cavity

## The result

A molecule with ground-state dipole $\boldsymbol\mu_g$ and excited-state dipole $\boldsymbol\mu_e$ sits at the centre of an empty sphere of radius $a$ and is treated as a point dipole. Outside the sphere is a linear, isotropic medium with static permittivity $\varepsilon$ and optical permittivity $n^2$, where $n$ is the refractive index. Define

$$F(x)=\frac{2(x-1)}{(2x+1)a^3},\qquad f=F(\varepsilon),\quad f_{el}=F(n^2),\quad f_{or}=f-f_{el}.$$

With $\Delta\boldsymbol\mu=\boldsymbol\mu_e-\boldsymbol\mu_g$, the medium changes the mean vertical absorption energy by

$$\Delta E=-\tfrac12 f_{el}\,(\mu_e^2-\mu_g^2)-f_{or}\,\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu. \tag{1}$$

The first term is electronic and contains half the difference of the squared dipoles. The second is orientational and contains the ground dipole dotted into the dipole change. A negative $\Delta E$ is a red shift.

Three conditions apply. The dipoles are fixed properties of the two states. The electrons of the medium adjust to whichever state the molecule is in. The nuclei of the medium keep the arrangement that was in equilibrium with the ground state. Formulas are in Hartree atomic units, in which the potential of a dipole is $\boldsymbol\mu\cdot\mathbf r/r^3$.

## First derivation: fields with a frozen polarization

**Equilibrium.** Let the medium be fully relaxed around a dipole $\boldsymbol\mu$. The potential obeys Laplace's equation away from the dipole, and the source has the angular form $\boldsymbol\mu\cdot\mathbf r$, so

$$\phi_{in}=\frac{\boldsymbol\mu\cdot\mathbf r}{r^3}-\mathbf R\cdot\mathbf r,\qquad \phi_{out}=\frac{\mathbf B\cdot\mathbf r}{r^3}.$$

The uniform field $\mathbf R$, which the polarized medium exerts on the molecule, is the reaction field. Continuity of the potential at $r=a$ gives $\mathbf B=\boldsymbol\mu-a^3\mathbf R$. The radial electric field $-\partial_r\phi$ is $(2\boldsymbol\mu/a^3+\mathbf R)\cdot\hat{\mathbf r}$ just inside and $(2\mathbf B/a^3)\cdot\hat{\mathbf r}$ just outside. Continuity of the normal displacement then requires

$$2\boldsymbol\mu+a^3\mathbf R=2\varepsilon\mathbf B=2\varepsilon\boldsymbol\mu-2\varepsilon a^3\mathbf R .$$

Collecting terms gives $(2\varepsilon+1)a^3\mathbf R=2(\varepsilon-1)\boldsymbol\mu$, which is $\mathbf R=f\boldsymbol\mu$. Inserting this in $\mathbf B$ gives $\mathbf B=3\boldsymbol\mu/(2\varepsilon+1)$.

**Frozen nuclei.** In the ground state the field outside is $\mathbf E_g$, the field of a dipole $\mathbf B_g=3\boldsymbol\mu_g/(2\varepsilon+1)$. The part of the polarization carried by the nuclei is

$$\mathbf P_{or}=\frac{\varepsilon-n^2}{4\pi}\,\mathbf E_g .$$

Hold this polarization fixed and let the molecular dipole take another value $\boldsymbol\mu$. The displacement outside is now $n^2\mathbf E+4\pi\mathbf P_{or}$. Because $\mathbf E_g$ has no divergence outside the sphere, neither has $\mathbf P_{or}$. The potential therefore still obeys Laplace's equation there and keeps the form used above. The potential condition is unchanged, and the displacement condition becomes

$$2\boldsymbol\mu+a^3\mathbf R=2n^2(\boldsymbol\mu-a^3\mathbf R)+2(\varepsilon-n^2)\mathbf B_g .$$

Solving for the reaction field,

$$\mathbf R=\frac{2(n^2-1)}{(2n^2+1)a^3}\,\boldsymbol\mu+\frac{6(\varepsilon-n^2)}{(2n^2+1)(2\varepsilon+1)a^3}\,\boldsymbol\mu_g .$$

The first coefficient is $f_{el}$. To identify the second, subtract the two reaction factors:

$$f-f_{el}=\frac{2}{a^3}\,\frac{(\varepsilon-1)(2n^2+1)-(n^2-1)(2\varepsilon+1)}{(2\varepsilon+1)(2n^2+1)} .$$

In the numerator the products $2\varepsilon n^2$ and the constants cancel, leaving $3(\varepsilon-n^2)$. The second coefficient is thus $f_{or}$, and

$$\mathbf R(\boldsymbol\mu)=f_{el}\boldsymbol\mu+f_{or}\boldsymbol\mu_g. \tag{2}$$

**Energy.** The energy of the medium and its coupling to the molecule consists of a part that depends on the polarization alone and the interaction $-\mathbf R\cdot\boldsymbol\mu$, where $\mathbf R$ is linear in the polarization. The electronic polarization makes this energy stationary. When $\boldsymbol\mu$ changes by $d\boldsymbol\mu$, the response of the electrons therefore contributes nothing to first order. The frozen polarization does not change at all. What remains is the explicit dependence,

$$dG=-\mathbf R\cdot d\boldsymbol\mu .$$

The energy difference of the end states does not depend on the path, so take $\boldsymbol\mu=\boldsymbol\mu_g+s\Delta\boldsymbol\mu$ with $s$ running from 0 to 1. Equation (2) gives $\mathbf R=f\boldsymbol\mu_g+s f_{el}\Delta\boldsymbol\mu$, and

$$\Delta E=-\int_0^1\mathbf R\cdot\Delta\boldsymbol\mu\,ds=-f\,\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu-\tfrac12 f_{el}|\Delta\boldsymbol\mu|^2. \tag{3}$$

Since $|\Delta\boldsymbol\mu|^2=\mu_e^2-\mu_g^2-2\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu$, the last term equals $-\tfrac12f_{el}(\mu_e^2-\mu_g^2)+f_{el}\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu$. Combining the two scalar products turns (3) into (1).

Forms (1) and (3) are the same energy divided differently. Form (1) separates the electronic and nuclear responses. Form (3) separates the change of dipole in the field already present from the further electronic response to that change.

**Limits and signs.** In a nonpolar medium $\varepsilon=n^2$, so $f_{or}=0$ and the electronic term stands alone. If the molecule has no ground dipole, the orientational term vanishes in any medium. If the two dipoles have equal length but different directions, the electronic term vanishes, and the orientational term is $f_{or}(\mu_g^2-\boldsymbol\mu_g\cdot\boldsymbol\mu_e)$. This is positive for $\varepsilon>n^2$, a blue shift. The terms can also oppose each other: a longer excited dipole pointing against the ground dipole gives a red electronic and a blue orientational term.

## Second derivation: a medium of oscillators

Now describe the medium by harmonic modes with coordinates $q_j$, frequencies $\omega_j$ and coupling vectors $\mathbf c_j$:

$$H=H_0+\sum_j\left(\tfrac12p_j^2+\tfrac12\omega_j^2q_j^2\right)-\hat{\boldsymbol\mu}\cdot\sum_j\mathbf c_jq_j .$$

Here $H_0$ is the free molecule and $\hat{\boldsymbol\mu}$ its dipole operator. The reaction field is $\sum_j\mathbf c_jq_j$. For a fixed dipole each mode rests at $q_j=\mathbf c_j\cdot\boldsymbol\mu/\omega_j^2$, so the static reaction field is $\sum_j\mathbf c_j(\mathbf c_j\cdot\boldsymbol\mu)/\omega_j^2$. It must equal $f\boldsymbol\mu$. Let the modes fall into a fast electronic group and a slow nuclear group, far apart in frequency. The fast group alone must give $f_{el}\boldsymbol\mu$, which leaves $f_{or}\boldsymbol\mu$ for the slow group.

**Slow modes.** Treat these as classical and at thermal equilibrium with the ground state. Their potential is $\tfrac12\omega_j^2q_j^2-q_j\mathbf c_j\cdot\boldsymbol\mu_g$, so $q_j$ has a Gaussian distribution with mean $\mathbf c_j\cdot\boldsymbol\mu_g/\omega_j^2$ and variance $k_BT/\omega_j^2$. At fixed $q_j$ they change the transition energy by $-\sum_jq_j\mathbf c_j\cdot\Delta\boldsymbol\mu$, if mixing of the molecular states by the slow field is neglected. The average is

$$-\sum_j\frac{(\mathbf c_j\cdot\boldsymbol\mu_g)(\mathbf c_j\cdot\Delta\boldsymbol\mu)}{\omega_j^2}=-f_{or}\,\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu ,$$

the orientational term. The variance is

$$\sigma^2=k_BT\sum_j\frac{(\mathbf c_j\cdot\Delta\boldsymbol\mu)^2}{\omega_j^2}=k_BTf_{or}|\Delta\boldsymbol\mu|^2=2\lambda k_BT,\qquad \lambda=\tfrac12f_{or}|\Delta\boldsymbol\mu|^2. \tag{4}$$

The reorganization energy $\lambda$ is released when the slow modes relax after excitation. With this mixing neglected and the permittivities held fixed, temperature broadens the band without moving its mean.

**Fast modes.** Give these one frequency $\Omega$ and start them in their quantum ground state. The coupling creates one quantum, with $|\langle1|q_j|0\rangle|^2=1/(2\Omega)$, while the molecule goes from state $k$ to state $l$. Second-order perturbation theory gives

$$\delta E_k=-\sum_{j,l}\frac{|\mathbf c_j\cdot\boldsymbol\mu_{kl}|^2}{2\Omega(\Omega+E_l-E_k)}
=-\frac{f_{el}}2\sum_l|\boldsymbol\mu_{kl}|^2\frac{\Omega}{\Omega+E_l-E_k}, \tag{5}$$

where the fast-mode sum was replaced by $f_{el}\Omega^2$ times the unit matrix. The term $l=k$ is $-\tfrac12f_{el}\mu_k^2$. Its difference between the two states is the electronic term of (1).

For two molecular states separated by $\omega<\Omega$, the terms with $l\ne k$ add

$$-\frac{f_{el}|\boldsymbol\mu_{ge}|^2\Omega}{2}\left(\frac1{\Omega-\omega}-\frac1{\Omega+\omega}\right)=-f_{el}|\boldsymbol\mu_{ge}|^2\frac{\Omega\omega}{\Omega^2-\omega^2}. \tag{6}$$

This vanishes for $\Omega\gg\omega$. With mixing by the slow field neglected, as above, (1) is then recovered to second order in the coupling. With more than two states the remaining sums in (5) need not cancel. They form the dispersion shift. To estimate it, represent the other transitions of each state by an isotropic oscillator with polarizability $\alpha$ and a quantum $\omega_d$ taken to be the same in both states. Each of its three directions has a squared transition dipole $\alpha\omega_d/2$. Equation (5) then gives, for a polarizability change $\Delta\alpha$,

$$\Delta E_{disp}=-\tfrac34f_{el}\,\Delta\alpha\,\frac{\omega_d\Omega}{\omega_d+\Omega}. \tag{7}$$

## What each derivation assumes

Both require a linear medium, fixed state dipoles and a clear separation between fast and slow motion. Beyond that they differ.

The field derivation assumes a sharp spherical boundary and a uniform continuum, and in return supplies $F(x)$. It treats the molecule as a classical dipole with its mean value in each state. No weak-coupling expansion is used, but fluctuations of the dipole are absent from the start.

The oscillator derivation needs no sphere. It needs only a reaction field parallel to the dipole, and it must take $f$ and $f_{el}$ from elsewhere. Its fast part is a second-order result. It shows when the mean dipole suffices: the medium's electronic quantum must be large compared with the transition energy, the reaction field must mix the molecular states only weakly, and dispersion must be nearly equal in the two states. It also gives the thermal width.

## An i-line chromophore in an ester solvent

Consider a push-pull chromophore intended for exposure at 365 nm, dissolved in an ester casting solvent such as propylene glycol methyl ether acetate. Round, rough values are $\varepsilon=8$, $n=1.40$, $a=0.40$ nm, $\mu_g=5$ D and $\mu_e=12$ D, with 20° between the dipoles. The free molecule absorbs at 3.80 eV (326 nm). For the conversion, 1 D²/nm³ corresponds to 0.62415 meV.

The reaction factors are

$$f=\frac{2(7)}{17(0.064)}=12.87\ \text{nm}^{-3},\qquad f_{el}=\frac{2(0.96)}{4.92(0.064)}=6.10\ \text{nm}^{-3},$$

so $f_{or}=6.77$ nm⁻³. The dipole combinations are $\mu_e^2-\mu_g^2=119$ D² and $\boldsymbol\mu_g\cdot\Delta\boldsymbol\mu=60\cos20^\circ-25=31.4$ D². In eV,

$$-\tfrac12(6.10)(119)(0.62415\times10^{-3})=-0.226,$$
$$-(6.77)(31.4)(0.62415\times10^{-3})=-0.133 .$$

The total shift is $-0.359$ eV, which puts the peak at 3.44 eV (360 nm), 0.044 eV above the photon energy of the exposure line. With radius, dipoles and $n$ held fixed, a nonpolar medium gives 347 nm and one with $\varepsilon=37$ gives 365 nm. The step from $\varepsilon=8$ to 37 adds only 0.042 eV of red shift, because $F(\varepsilon)$ levels off towards $1/a^3$.

At 296 K, $k_BT=0.0255$ eV. With $|\Delta\boldsymbol\mu|^2=56.2$ D², equation (4) gives $\lambda=0.119$ eV and $\sigma=0.078$ eV, a full width at half maximum of 0.18 eV. The distance from peak to exposure line is smaller than this width.

## How far the neglected effects reach

**Polarizability of the molecule.** Let state $k$ have polarizability $\alpha_k$ and total dipole $\mathbf m$. In the frozen slow field $\mathbf R_{or}$ its energy is the minimum over $\mathbf m$ of

$$\frac{|\mathbf m-\boldsymbol\mu_k|^2}{2\alpha_k}-\tfrac12f_{el}m^2-\mathbf R_{or}\cdot\mathbf m .$$

Setting the derivative to zero gives $\mathbf m=(\boldsymbol\mu_k+\alpha_k\mathbf R_{or})/(1-\alpha_kf_{el})$, for $\alpha_kf_{el}<1$. Substitution yields

$$E_k=-\frac{\tfrac12f_{el}\mu_k^2+\boldsymbol\mu_k\cdot\mathbf R_{or}+\tfrac12\alpha_kR_{or}^2}{1-\alpha_kf_{el}} .$$

In the relaxed ground state $\mathbf m_g=\boldsymbol\mu_g+\alpha_gf\mathbf m_g$, hence $\mathbf R_{or}=f_{or}\boldsymbol\mu_g/(1-f\alpha_g)$. If both states have the rough value $\alpha=0.015$ nm³, the terms in $R_{or}^2$ cancel and the shift is

$$\frac{-0.226-0.133/(1-0.193)}{1-0.0915}=-0.430\ \text{eV}.$$

Raising the excited-state value to 0.020 nm³ gives $-0.455$ eV at the mean slow field. The terms in $R_{or}^2$ no longer cancel, and averaging over the thermal spread of the field at 296 K gives $-0.457$ eV. Polarizability also changes the width: $\sigma$ rises from 0.078 eV to 0.091 eV for equal and 0.098 eV for unequal values.

**Electronic fluctuations.** With a transition dipole of 5 D and $\Omega=15$ eV, both rough, equation (6) gives $-0.026$ eV, about 11% of the electronic term. This is a second-order value. At the coupling strength of this example the reaction field also mixes the two states. With the transition dipole along $\boldsymbol\mu_g$, diagonalizing the two-state model with the fast modes alone gives a correction of $-0.013$ eV. Adding the slow field, held at its mean value in equilibrium with the mixed ground state, changes the correction to (1) to $-0.005$ eV. Averaging over the thermal spread of that field at 296 K gives $-0.003$ eV, and the mixing narrows $\sigma$ from 0.078 to 0.065 eV. These corrections depend on direction: with the transition dipole along $\Delta\boldsymbol\mu$ the three values are $-0.014$, $-0.014$ and $-0.012$ eV.

Equation (7), with $\Delta\alpha=0.005$ nm³ and $\omega_d=10$ eV, gives $-0.14$ eV, as large as the orientational term. Here $\Delta\alpha$ counts only the other transitions. The full polarizabilities also contain the transition between the two states, which, averaged over directions, adds 0.0027 nm³ to the ground-state value and takes the same amount from the excited-state value. If the full values differ by 0.005 nm³, the other transitions therefore account for a difference of 0.0105 nm³, and the estimate doubles to $-0.29$ eV. Both numbers are rough. They are second-order values, and solving the coupled oscillators exactly gives $-0.15$ and $-0.31$ eV. They also rest on a common $\omega_d$. The product $\alpha\omega_d^2$ measures oscillator strength, whose total is the same in both states, so the more polarizable state should have the smaller quantum. Keeping 10 eV for the ground state and imposing this sum rule gives 8.7 eV for the excited state in the first case. In the second case, where the strength of the transition between the two states is also counted, it gives 7.6 eV. Equation (5) then gives $-0.09$ and $-0.19$ eV. A measured shift in a nonpolar solvent therefore cannot be assigned to the state dipoles alone.

**Cavity radius and saturation.** Both terms scale as $a^{-3}$. Radii of 0.38 and 0.42 nm give shifts of $-0.419$ and $-0.310$ eV. A push-pull dipole also has a length. If each state dipole is made of two opposite charges placed symmetrically about the centre, higher multipoles add to the response. At $a=0.40$ nm, separations of 0.3, 0.4 and 0.5 nm give shifts of $-0.365$, $-0.377$ and $-0.404$ eV. The continuum field just outside the sphere is greatest on the dipole axis, where it is $6\mu_g/[(2\varepsilon+1)a^3]$. A solvent dipole of 2 D has an alignment energy there of $x=1.35$ in units of $k_BT$. The Langevin function $L(x)=\coth x-1/x$ then gives an alignment $3L(x)/x=0.90$ times the linear one. This rough estimate uses the macroscopic field in place of the local one, and the fixed dipole $\mu_g$. The ground dipole enlarged by the polarizability of 0.015 nm³ used above would give $x=1.67$ and a ratio of 0.85.

**The real resist.** The solvent values are of the right size for the named ester, and the dipoles describe a strongly push-pull dye, not resist chromophores in general. Exposure, however, takes place in a dried film, where the assumption of freely reorienting dipoles fails. If the film's dipoles were frozen with no alignment towards the chromophore, and the vibrational polarization of the film were neglected, the mean orientational term would vanish. At the same $n$ and $a$ the peak would then move from 360 to 347 nm. A real film also has a different refractive index and may retain some alignment from drying.

Either choice of polarizabilities above would by itself carry the solution peak past the exposure line to the red, and so would the smaller radius. The model thus gives the rough size of the contribution from the state dipoles. Dispersion can add a comparable red shift, so the model fixes neither the total shift nor the side of 365 nm on which the peak lies.

Numerical values quoted here were computed with a short program.
